Absolute deformation potentials from strained slabs with relaxed internal coordinates

**What symmetry leaves to be found**

A small homogeneous in-plane strain has components e_xx, e_yy and e_xy, all dimensionless. The first-order shift of a nondegenerate band edge is a scalar linear in them, so it must have the form

δE = D_xx e_xx + D_yy e_yy + 2 D_xy e_xy

The coefficients D are energies, called deformation potentials. Crystal symmetry restricts them. If the reflection x → −x maps the wavevector k of the state onto itself or an equivalent wavevector, the shift cannot change when e_xy changes sign, and D_xy = 0. If a fourfold rotation does the same, D_xx = D_yy.

Symmetry does not supply the zero from which E is measured, and an absolute deformation potential needs one common to all strained crystals. For an isolated slab it is the potential far outside, the vacuum level V_vac:

E = ε − V_vac

where ε is the eigenvalue as the calculation delivers it. The slab is assumed nonpolar, so that both sides share one vacuum level.

Symmetry also selects the atomic displacements that can respond linearly to strain: those that keep every symmetry the strained crystal retains. Such internal coordinates must be relaxed, because their motion contributes to D at first order.

**A trilayer with one internal coordinate**

Take a square lattice of constant a = 3.2 Å with an atom M at the origin and two atoms X at the cell centre, at heights +h and −h. Strain it by e along x, holding the length along y fixed. Reflections in x, y and z survive and forbid every force except the one that moves the two X layers symmetrically. The height h is therefore the single coordinate to relax. (Instability towards less symmetric structures is a separate question; one case appears below.)

The electrons are independent and move in rigid Gaussian wells −V₀ exp(−r²/w²), with w = 0.95 Å and depths of 60 eV at X and 32 eV at M. Four electrons per cell fill two bands. Each of the eight M–X bonds per cell also carries a spring of constant κ = 100 eV/Å². These are round model parameters and describe no particular material. The unstrained height is chosen as h₀ = 1.30 Å. There the electrons contribute 10.43 eV/Å to dE_tot/dh, and a spring rest length of 2.636 Å balances this slope.

The in-plane lengths are prescribed throughout, and "unstrained" means only e = 0. With h relaxed, the total energy at a = 3.2 Å has a slope of about −11 eV and a curvature of about −330 eV per cell with respect to e. The slab is thus under in-plane stress and would not keep this lattice constant if released. Even at fixed total length, the negative curvature favours a split into stretched and compressed regions: their linear terms cancel, and the quadratic ones lower the energy. The deformation potentials below belong to the uniform structure, in which every cell has the same prescribed strain. For that structure they remain well defined.

Let u = h − h₀. Near the unstrained structure, the terms of the total energy that matter are

E_tot = ½ K u² + Λ u e

and the band edge measured from vacuum is

E = E₀ + A e + g u

Here A is the clamped slope, taken at fixed height. For the lowest conduction state the numbers, whose calculation is described below, are

K = 138.5 eV/Å², Λ = 378.9 eV/Å, A = 7.87 eV, g = 5.818 eV/Å

Relaxation means dE_tot/du = 0:

K u + Λ e = 0, so u = −(Λ/K) e = −(2.735 Å) e

The layer becomes thinner when stretched. Inserting u into E gives

E = E₀ + (A − gΛ/K) e

D_xx = 7.87 − 5.818 × 2.735 = 7.87 − 15.91 = −8.04 eV

Clamped atoms would give a rising edge; relaxed atoms give a falling one. Since g is positive, this edge drops as the X layers approach M, and that drop outweighs the clamped rise.

**Why the height responds so strongly**

The spring part of the response can be worked out by hand. The bond length d obeys

d² = a²[(1 + e)² + 1]/4 + h²

so at zero strain d = √(5.12 + 1.69) = 2.610 Å. If the bonds were rigid, differentiating at constant d would give 0 = a²/2 + 2h dh/de, hence

dh/de = −a²/(4h) = −10.24/5.20 = −1.97 Å

For elastic bonds of rest length d₀ the energy is U = 4κ(d − d₀)². Since ∂d/∂h = h/d,

∂U/∂h = 8κ(1 − d₀/d) h

Differentiating again, with ∂d/∂e = a²/(4d),

∂²U/∂h² = 8κ[1 − d₀/d + d₀h²/d³] = 192.5 eV/Å²

∂²U/∂h∂e = 8κ h d₀ a²/(4d³) = 394.9 eV/Å

With the bonds compressed as they are in this slab, the spring terms alone have the ratio −394.9/192.5 = −2.05 Å. (Without electrons the bonds would relax to d₀, at h = 1.352 Å, and the response would be the rigid-bond value there, −1.89 Å.) The electrons supply the differences from the full values: 138.5 − 192.5 = −54 eV/Å² in K, and 378.9 − 394.9 = −16 eV/Å in Λ. The second slightly reduces the response. The first, an attraction that steepens as the layers approach, raises it to −2.74 Å.

**The vacuum level in a periodic cell**

The slab is repeated along z with period L = 12 Å, which is not strained. The plane-wave calculation used here sets the cell average of the potential to zero. In this model the true potential v vanishes far from the slab, while its average over the cell volume Ω = a²(1 + e)L is

v̄ = −(1/Ω) Σ V₀ π^(3/2) w³

summed over the three atoms, because the integral of exp(−r²/w²) over space is π^(3/2) w³. Subtracting v̄ everywhere raises the vacuum from zero to

V_vac = −v̄ = (152 eV × 5.568 × 0.857 Å³)/(122.9 Å³) = 5.91 eV

where 152 eV is the sum of the three depths. The wells are rigid, so strain enters through Ω alone, and at e = 0

dV_vac/de = −V_vac

An unaligned eigenvalue therefore has the slope D_xx − V_vac. For the conduction state, relaxed slabs strained by ±0.0025 give an unaligned slope of −13.96 eV with L = 12 Å and −12.78 eV with L = 15 Å. After alignment both give −8.05 eV. The unaligned slope depends on the amount of empty space and is no property of the slab.

In a self-consistent calculation the charge density also changes with strain, so dV_vac/de = −V_vac need not hold. The remedy is the same: average the electrostatic potential over planes parallel to the slab, read its flat value midway between slabs, and subtract that value separately for every strain.

**Derivatives of the eigenvalue**

A and g can be found without straining the slab. Let c be the normalized real coefficient vector of the state, with Hc = εc. For any parameter λ,

dε/dλ = cᵀ(∂H/∂λ)c + 2ε cᵀ(dc/dλ)

and the last term vanishes because cᵀc = 1. This requires a basis that stays orthonormal and keeps the same number of functions as λ changes. The plane waves stretch with the cell but meet this condition, because the integers labelling them are kept fixed under strain. That also makes ε a smooth function of e.

In atomic units the kinetic energy is ½|k + G|². At fixed fractional k, its x component scales as 1/(1 + e), so at e = 0 the kinetic term has the derivative −(k + G)_x². The potential coefficient for a nonzero wavevector Q with in-plane integers n_x, n_y is

V(Q) = −(π^(3/2) w³/Ω) exp(−Q²w²/4) [V_M + 2V_X (−1)^(n_x+n_y) cos(Q_z h)]

V_M and V_X are the well depths. The sign factor comes from the position of X at the cell centre, and the cosine from its two heights. The volume contributes −V to the strain derivative. The exponent contributes +½Q_x²w²V, because dQ_x²/de = −2Q_x². Thus

∂V/∂e = V(Q)(−1 + ½Q_x²w²)

Only the cosine depends on h, and its derivative is −Q_z sin(Q_z h). The expectation value of the resulting ∂H/∂h is g; V_vac does not depend on h in this model. The clamped slope from vacuum is A = dε/de + V_vac, by the result of the previous section.

The matrices were diagonalized with a plane-wave cutoff of 200 eV. The same height derivative, summed over occupied states at the wavevectors (±¼, ±¼) in units of the reciprocal lattice vectors, plus the spring term, gives dE_tot/dh. Small symmetric changes of h and e in that slope give K and Λ. A 4 × 4 set of wavevectors changes dh/de by 0.002 Å, and with it D_xx of the conduction state by about 0.01 eV.

**The general statement**

Let u now stand for all internal coordinates, with rigid translations removed since they cost no energy and would make K singular. Define

K = ∂²E_tot/∂u∂u, Λ = ∂²E_tot/∂u∂e, g = ∂E/∂u

The relaxed structure u*(e) satisfies ∂E_tot/∂u = 0 at every strain. Differentiating that condition along the relaxed path gives

Λ + K du*/de = 0, so du*/de = −K⁻¹Λ

and the chain rule for E(e, u*(e)) gives

D = A − gᵀK⁻¹Λ

This holds for a nondegenerate state at prescribed strain, with K positive definite so that the internal coordinates are stable. The state is followed at fixed fractional k. If it is a band extremum, a displacement of the extremum with strain alters its energy only at second order.

The division into two parts depends on what "clamped" means. Had the coordinate been u′ = u − βe, clamping u′ would let u move by βe. Then A′ = A + gᵀβ and Λ′ = Λ + Kβ, and

A′ − gᵀK⁻¹Λ′ = A + gᵀβ − gᵀK⁻¹Λ − gᵀβ = D

The sum is unchanged. A clamped value is meaningful only when the fixed coordinates are named; here they are fractional in-plane positions and Cartesian heights.

**Symmetric differences of relaxed slabs**

The direct route relaxes the slab at strains +δ and −δ. With E(e) now the aligned level along the relaxed path,

E(±δ) = E(0) ± Dδ + ½E″δ² ± E‴δ³/6 + …

Subtracting the two expansions removes the even terms:

D(δ) = [E(δ) − E(−δ)]/(2δ) = D + cδ² + O(δ⁴), c = E‴/6

A one-sided difference keeps the error ½E″δ. At δ = 0.0025 it gives −8.30 eV for the conduction state, against −8.053 eV from the symmetric difference.

Doubling the step multiplies the leading error by four, so the combination

[4D(δ) − D(2δ)]/3 = D + O(δ⁴)

cancels it. With −8.0530 eV at 0.0025 and −8.0814 eV at 0.005,

D_xx = (−32.2120 + 8.0814)/3 = −8.0435 eV

The derivative formula gives −8.0436 eV. This agreement concerns the differencing; the physical accuracy of the model is another matter. The main result, at the 200 eV cutoff and with the four wavevectors used here, is D_xx = −8.04 eV, or −0.296 hartree.

The step must stay small on the scale over which the structure changes its stiffness. At δ = 0.02 the symmetric difference is −8.75 eV, an error of −0.71 eV, whereas scaling the error at 0.0025 by 8² = 64 predicts −0.60 eV. Higher orders have entered. The relaxed slab is also softer there: K falls from 138.5 to 95.5 eV/Å² at a strain of +0.02.

A very small step amplifies noise. If each level is uncertain by at most η, the difference is uncertain by at most 2η/(2δ) = η/δ. The leading error bound is then |c|δ² + η/δ, and setting its derivative 2|c|δ − η/δ² to zero gives

δ = [η/(2|c|)]^(1/3)

The two steps above give c = (−8.0814 + 8.0530)/(3 × 0.0025²) ≈ −1.5 × 10³ eV. For η = 1 meV the best step is 0.0069. The bound there is about 0.072 + 0.145 = 0.217 eV, so millielectronvolt levels do not guarantee a millielectronvolt deformation potential.

**How well must the atoms be relaxed?**

Suppose relaxation stops with a residual slope s = ∂E_tot/∂u. To leading order s = KΔu, so the coordinates are wrong by K⁻¹s and the level by gᵀK⁻¹s. With residuals s₊ and s₋ at the two strains,

error in D = gᵀK⁻¹(s₊ − s₋)/(2δ)

Equal residuals cancel at this order; unequal ones are magnified by 1/(2δ). As an example, displace h by 0.002 Å from its relaxed value at e = +0.0025 only. The residual slope is 0.270 eV/Å, and the formula gives

5.818 × 0.270/(138.5 × 0.005) = 2.27 eV

Recomputing the level at the displaced height gives an error of 2.33 eV. The formula uses g and K of the unstrained slab, so a difference of this kind is expected. To keep the error below about 0.1 eV with a residual at one end, this slab needs

|s| < 0.1 × 0.005 × 138.5/5.818 ≈ 0.012 eV/Å

The limit scales with δ and K/g. It should be evaluated for each slab and each band edge.

A vanishing force is necessary but insufficient. Exchanging the two X atoms changes nothing, so E_tot(h) = E_tot(−h) and the slope also vanishes at h = 0. The intended slab fills the lowest band of each z parity and has a gap of 10.6 eV. In the collapsed structure the order changes: the lowest odd band lies above the second even band, its top 2.2 eV above the bottom of that band, so the two lowest bands are both even. The second even band touches the third at k = (0, 0) and (½, ½) and overlaps it in energy, so the collapsed slab has no gap, and filling the two lowest bands everywhere gives an upper bound to its energy. With those two filled at every wavevector, h = 0 is itself a minimum with K > 0, about 43 eV below the intended structure, because the two X wells merge into one of double depth and no repulsion between the X atoms opposes this. Even with its in-plane lengths held fixed, the intended slab is thus not the lowest structure in this model, and a positive K alone does not show that a relaxation has stayed on its branch. A relaxation report should therefore include the residual slopes, the sign of K, and evidence that the coordinates change continuously with strain.

**Two band edges, two symmetries**

The band edges were located on a grid of wavevectors spaced by one eighth of a reciprocal lattice vector. The valence maximum lies at k = (½, ½), which a fourfold rotation maps onto an equivalent point, so D_xx = D_yy. Here g = 0.25 eV/Å, and

D_xx = 0.61 − 0.69 = −0.08 eV (−0.003 hartree)

Two larger terms nearly cancel. Raising the cutoff to 300 eV lowers the clamped part by 0.01 eV, and at 350 eV the sum has moved by about −0.014 eV, to roughly −0.10 eV, so the second decimal is not converged. A small D therefore does not imply that relaxation is unimportant.

The conduction minimum lies at k = (½, 0), which that rotation carries to the distinct valley (0, ½). For the first valley D_xx = −8.04 eV and D_yy = −4.51 eV. Linearity predicts −12.55 eV for equal strain along x and y; a symmetric difference with biaxial strains of ±0.00125 gives −12.57 eV.

By symmetry, strain along x shifts the second valley with −4.51 eV. Tension makes the first valley the minimum, while compression makes the second the minimum. A difference that took the lowest conduction energy at each strain would mix them:

[−8.04δ − 4.51δ]/(2δ) = −6.27 eV

This is the slope of neither valley. The same k, symmetry and band must be followed through both signs of strain. For a degenerate edge at a single k, the first-order shifts are eigenvalues of a strain matrix, and the scalar formula does not apply.

The gap needs no vacuum level, because V_vac cancels between its edges. Under tension along x its slope is −8.04 + 0.08 = −7.96 eV, with the last digit subject to the same cutoff shift. With heights clamped it would be 7.87 − 0.61 = +7.26 eV, of the opposite sign.

**The procedure**

1. Relax the unstrained slab. Identify the edge by k, symmetry and band index, and confirm that it is nondegenerate.
2. Apply ±δ and ±2δ with the cell height L fixed. Relax every symmetry-allowed coordinate, starting from the neighbouring structure.
3. Convert the residual slopes into an error in D using g and K.
4. Subtract each slab's own vacuum level and follow the same state.
5. Form D(δ), D(2δ) and their extrapolation. If A, g, K and Λ are available, compare with A − gᵀK⁻¹Λ.
6. Repeat with more vacuum, a higher cutoff and more wavevectors. The changes show how many digits to keep.

**Relation to real channel layers**

Semiconducting layers of interest for transistor channels have gaps of the order of 1 eV, far below the 10.6 eV here, and bond force constants nearer 10 than 100 eV/Å². The model's relative thinning per unit strain, 2.735/1.30 = 2.1, is also far above the few tenths expected of a real layer. This matters greatly: with A and g held fixed, a ratio of 0.3 would make the internal part −5.818 × 0.3 × 1.30 = −2.3 eV and D_xx = +5.6 eV. The sign found here should not be carried over to a material. The model also omits self-consistent screening, exchange, correlation and spin–orbit coupling. A device may moreover impose stress instead of fixing the transverse length. If the layer contracts by e_yy = −νe_xx, the slope is D_xx − νD_yy; an illustrative ν = 0.25 changes −8.04 eV to −6.9 eV. This ν is assigned by hand: the model slab is not elastically stable in its plane, so it has no meaningful Poisson ratio of its own. On a substrate or under a gate dielectric, vacuum is no longer the natural reference, and the strain dependence of the interface alignment must be added.
